# Hyperfine Attenuation of Nuclear Orientation in One-Electron Recoil Ions, part 1

(Sections cited here and not found follow in the second part.)

## First half: the coupling and its frequency

### The choice to be made in a calculation

A calculation of gamma-ray angular distributions from one-electron ions recoiling in vacuum needs an attenuation factor for each tensor rank $k$, and this factor has two limiting forms. One is a function of flight time that oscillates at the hyperfine frequency; the other is a constant, the hard core. Between these limits the oscillating factor must be averaged over the accepted decay times, as is done in the second half. The constant is adequate when the observation averages over many hyperfine periods. If the flight time is resolved within a period, the constant loses the signal that carries the nuclear $g$-factor.

For an ion with one electron in the 1s state, the time-dependent factor is

$$G_k(t)=1-b_k(1-\cos\omega t),\qquad b_k=\frac{k(k+1)}{(2I+1)^2},$$

where $I\ge 1/2$ is the nuclear spin and $0\le k\le 2I$. The hard core is $1-b_k$. The attenuation is therefore a constant plus a cosine, with weights $1-b_k$ and $b_k$.

A second choice concerns the frequency. It is proportional to $gZ^3(2I+1)$ in the nonrelativistic limit, with $Z$ the nuclear charge. The Dirac equation multiplies this by a factor $R(Z)>1$. If $g$ is extracted from a measured frequency and $R$ is omitted, the inferred $g$ is too large by the factor $R$. This half derives the frequency with that factor included.

### Model and units

Hartree atomic units are used: $\hbar=m_e=e=4\pi\varepsilon_0=1$, so the speed of light is $c=1/\alpha$, where $\alpha$ is the fine-structure constant. The electron charge is $-1$. Energies and angular frequencies then have the same numerical value.

The ion leaves a foil at $t=0$ and stays in its 1s doublet throughout the flight. There are no collisions and no external fields. The nucleus is a fixed point charge with a point magnetic dipole

$$\boldsymbol\mu=g\mu_N\mathbf I,\qquad \mu_N=\frac{m_e}{2m_p}.$$

The second relation is the nuclear magneton $e\hbar/(2m_p)$ in these units. Left out are the finite nuclear size, the spatial distribution of the nuclear magnetization, nuclear recoil within the atom, and radiative corrections, including the electron's anomalous magnetic moment.

The 1s assumption is a real restriction. An ion that starts in an excited state and cascades to 1s during the flight experiences other couplings first, and the single-frequency result does not describe that interval. A bare nucleus has no electron to couple to. An ion whose electrons have total angular momentum zero has no magnetic dipole coupling in first order, because the expectation value of a vector operator vanishes in such a state. If a sample contains a fraction $p$ of 1s ions and the rest are of these two unperturbed kinds, the factor to use is $pG_k+(1-p)$. Ions with an unpaired electron in another shell, such as three-electron ions, couple at their own frequencies and are not covered by this rule.

### The dipole term in the Dirac equation

A magnetic dipole at the origin has the vector potential

$$\mathbf A(\mathbf r)=\frac{\mu_0}{4\pi}\frac{\boldsymbol\mu\times\mathbf r}{r^3}=\alpha^2\,\frac{\boldsymbol\mu\times\mathbf r}{r^3},$$

because $\mu_0/(4\pi)=1/(4\pi\varepsilon_0c^2)=\alpha^2$. Let $\mathbf D$ denote the three Dirac velocity matrices, which have the Pauli matrices $\boldsymbol\sigma$ in their off-diagonal blocks. For charge $-1$ the kinetic momentum is $\mathbf p+\mathbf A$, and the Hamiltonian is

$$H=c\,\mathbf D\cdot(\mathbf p+\mathbf A)+\beta c^2-\frac Zr,\qquad \beta=\mathrm{diag}(1,1,-1,-1).$$

The part containing $\mathbf A$ is the hyperfine operator. With $c\alpha^2=\alpha$ and the cyclic rule $\mathbf D\cdot(\boldsymbol\mu\times\mathbf r)=\boldsymbol\mu\cdot(\mathbf r\times\mathbf D)$,

$$H_{\rm hf}=\alpha\,\boldsymbol\mu\cdot\frac{\mathbf r\times\mathbf D}{r^3}.$$

This operator is evaluated to first order, within the 1s doublet. That is justified when the resulting splitting is small compared with the distance to the next electronic level, which is of order $Z^2$ hartree. In the example below the splitting is below $10^{-4}$ hartree at $Z=12$.

### The 1s spinor, verified by substitution

Let $\chi$ be a constant two-component spinor and $\mathbf n=\mathbf r/r$. Take

$$\psi=\frac1{\sqrt{4\pi}}\begin{pmatrix} f(r)\,\chi\\ i\,h(r)\,(\boldsymbol\sigma\cdot\mathbf n)\chi\end{pmatrix}.$$

Two derivatives are needed. Since $\mathbf p=-i\nabla$ and $f$ depends on $r$ alone,

$$\boldsymbol\sigma\cdot\mathbf p\,f\chi=-i f'(\boldsymbol\sigma\cdot\mathbf n)\chi.$$

For a vector field $\mathbf v$, the product rule of Pauli matrices gives $(\boldsymbol\sigma\cdot\nabla)(\boldsymbol\sigma\cdot\mathbf v)=\nabla\cdot\mathbf v+i\boldsymbol\sigma\cdot(\nabla\times\mathbf v)$. The field $h\mathbf n$ is radial and has no curl, so

$$\boldsymbol\sigma\cdot\mathbf p\;i h(\boldsymbol\sigma\cdot\mathbf n)\chi=\nabla\cdot(h\mathbf n)\chi=\left(h'+\frac{2h}{r}\right)\chi.$$

The upper and lower halves of $H\psi=E\psi$, without the hyperfine term, become

$$c\left(h'+\frac{2h}{r}\right)+\left(c^2-\frac Zr\right)f=Ef,$$

$$-cf'-\left(c^2+\frac Zr\right)h=Eh.$$

In the second equation the common factor $i(\boldsymbol\sigma\cdot\mathbf n)\chi$ has been removed. Now insert

$$f=N r^{\gamma-1}e^{-Zr},\qquad h=\kappa f,\qquad \gamma=\sqrt{1-Z^2\alpha^2},\qquad \kappa=\frac{Z\alpha}{1+\gamma}.$$

Then $f'=[(\gamma-1)/r-Z]f$. After division by $f$ the two equations read

$$c\kappa\left(\frac{\gamma+1}{r}-Z\right)+c^2-\frac Zr=E,$$

$$-c\left(\frac{\gamma-1}{r}-Z\right)-\kappa c^2-\frac{\kappa Z}{r}=E\kappa.$$

The $1/r$ terms of the first equation require $c\kappa(1+\gamma)=Z$, which is the definition of $\kappa$. Its constant terms give $E=c^2(1-\kappa Z\alpha)$. Because

$$\kappa Z\alpha=\frac{Z^2\alpha^2}{1+\gamma}=\frac{1-\gamma^2}{1+\gamma}=1-\gamma,$$

the energy is $E=\gamma c^2$, including the rest energy. In the second equation the $1/r$ terms require $c(1-\gamma)=\kappa Z$, which is the relation just shown. The constant terms require $cZ=\kappa c^2(1+\gamma)$, again the definition of $\kappa$. Both equations therefore hold at every $r>0$. Applying the Cartesian Hamiltonian by finite differences confirmed the solution at a sample point for $Z=1$, 12 and 40.

### From the Dirac operator to a scalar product of spins

The matrices $\mathbf D$ connect the upper half of the spinor with the lower half. The first of the two cross terms in the matrix element contains $(\mathbf n\times\boldsymbol\sigma)(\boldsymbol\sigma\cdot\mathbf n)$. With summation over repeated indices, its $i$ component is

$$\epsilon_{ijk}n_j\sigma_k\sigma_l n_l
=\epsilon_{ijk}n_jn_k+i\epsilon_{ijk}\epsilon_{klm}n_jn_l\sigma_m .$$

The first term vanishes by antisymmetry. For the second, $\epsilon_{ijk}\epsilon_{klm}=\delta_{il}\delta_{jm}-\delta_{im}\delta_{jl}$, and $\mathbf n$ has unit length. Hence

$$(\mathbf n\times\boldsymbol\sigma)(\boldsymbol\sigma\cdot\mathbf n)=i\left[\mathbf n(\boldsymbol\sigma\cdot\mathbf n)-\boldsymbol\sigma\right].$$

The lower half of the spinor supplies another factor $i$, so this cross term is proportional to $\boldsymbol\sigma-\mathbf n(\boldsymbol\sigma\cdot\mathbf n)$. The average of $n_in_j$ over all directions is $\delta_{ij}/3$, which leaves $(2/3)\boldsymbol\sigma$. The other cross term is the Hermitian conjugate and contributes the same amount. The sum is $(4/3)\boldsymbol\sigma$.

The operator contains $r/r^3=1/r^2$, which cancels the $r^2$ of the volume element. Within the doublet,

$$\left\langle\frac{\mathbf r\times\mathbf D}{r^3}\right\rangle=\frac43X\boldsymbol\sigma,\qquad X=\int_0^\infty f h\,dr .$$

With $\mathbf S=\boldsymbol\sigma/2$, the hyperfine operator is

$$H_{\rm hf}=A\,\mathbf I\cdot\mathbf S,\qquad A=\frac83\,\alpha g\mu_NX.$$

Here $\mathbf S$ acts on the two states labelled by $\chi$. It represents the total electronic angular momentum $1/2$ of the Dirac doublet, which includes the orbital part of the lower components. "Electron polarization" below refers to this doublet.

### The radial integral and the origin of $Z^3$

Normalization requires $\int_0^\infty(f^2+h^2)r^2dr=1$. The integral $\int_0^\infty r^{s-1}e^{-2Zr}dr=\Gamma(s)/(2Z)^s$ gives

$$N^2(1+\kappa^2)\frac{\Gamma(2\gamma+1)}{(2Z)^{2\gamma+1}}=1,\qquad
X=\kappa N^2\frac{\Gamma(2\gamma-1)}{(2Z)^{2\gamma-1}}.$$

Eliminate $N^2$ and use $\Gamma(2\gamma+1)=2\gamma(2\gamma-1)\Gamma(2\gamma-1)$:

$$X=\frac{\kappa}{1+\kappa^2}\,\frac{4Z^2}{2\gamma(2\gamma-1)}.$$

From $Z^2\alpha^2=(1-\gamma)(1+\gamma)$ it follows that $\kappa^2=(1-\gamma)/(1+\gamma)$. Thus $1+\kappa^2=2/(1+\gamma)$, and $\kappa/(1+\kappa^2)=Z\alpha/2$. The integral becomes

$$X=\alpha Z^3R,\qquad R=\frac1{\gamma(2\gamma-1)}.$$

It converges at the origin for $\gamma>1/2$. This bound is not a statement of accuracy: the factor $2\gamma-1$ comes from the behaviour $r^{2\gamma-2}$ of the integrand near the origin, where a real nucleus has finite extent, and this lowers the integral. For a uniformly charged sphere of realistic radius the reduction is about 0.14 percent at $Z=12$ and 1.0 percent at $Z=40$; spreading the magnetization uniformly over the same sphere raises these figures to about 0.2 and 1.4 percent.

The cube of $Z$ has a direct meaning in the nonrelativistic limit. The lower radial equation then reduces to $h\simeq-\alpha f'/2$, so

$$X\simeq-\frac\alpha2\int_0^\infty ff'\,dr=\frac\alpha4f(0)^2 .$$

For the nonrelativistic 1s function $f(0)^2=4Z^3$, and $X\simeq\alpha Z^3$. Since $f(0)^2$ is $4\pi$ times the electron density at the nucleus, this is the contact interaction, and its $Z^3$ is the growth of that density.

### The frequency

Substitution of $X$ and $\mu_N$ into the coupling gives

$$A=\frac83\,\alpha g\,\frac{m_e}{2m_p}\,\alpha Z^3R=\frac43\,g\alpha^2\frac{m_e}{m_p}Z^3R.$$

The total angular momentum of nucleus and electron is $F=I\pm1/2$. From $2\mathbf I\cdot\mathbf S=F(F+1)-I(I+1)-3/4$, the eigenvalues of $\mathbf I\cdot\mathbf S$ are $I/2$ for the upper sign and $-(I+1)/2$ for the lower. Their difference is $(2I+1)/2$. Hence

$$\omega=\frac{A(2I+1)}2=\frac23\,g\alpha^2\frac{m_e}{m_p}Z^3(2I+1)R.$$

A negative $g$ reverses the order of the levels and makes $\omega$ negative. The cosine is unchanged, so this measurement gives $|g|$ and not its sign. The factor $2I+1$ applies at fixed $g$. At a fixed magnetic moment $gI\mu_N$, the spin dependence is $(2I+1)/I$.

For small $Z\alpha$, $\gamma\simeq1-Z^2\alpha^2/2$ and $2\gamma-1\simeq1-Z^2\alpha^2$. Therefore

$$R=1+\frac32(Z\alpha)^2+\ldots$$

The correction is 1.2 percent at $Z=12$ and about 15 percent at $Z=40$, relative to the nonrelativistic frequency.

A three-dimensional integration of the Dirac operator, followed by diagonalization of the coupled spins, reproduced $\omega$ to a relative $10^{-8}$ for $Z=1$, 5, 12 and 40 and $I=1/2$, 2 and $7/2$. That tests the algebra within the model. For hydrogen the formula gives a splitting of 1.42 GHz, consistent with the rough measured size of 1.4 GHz; this comparison checks the absolute scale but does not resolve the effects left out.

## Second half: the attenuation and its use

### Symbols and results carried over

The nucleus has spin $\mathbf I$, $g$-factor $g$ and charge $Z$. The 1s electron doublet has angular momentum $\mathbf S=\boldsymbol\sigma/2$. In Hartree units,

$$H_{\rm hf}=A\,\mathbf I\cdot\mathbf S,\qquad \omega=\frac{A(2I+1)}2=\frac23g\alpha^2\frac{m_e}{m_p}Z^3(2I+1)R,$$

with $R=1/[\gamma(2\gamma-1)]$ and $\gamma=\sqrt{1-Z^2\alpha^2}$. Time $t$ is measured in the rest frame of the ion, from its departure from the foil. The eigenvalues of $\mathbf I\cdot\boldsymbol\sigma$ are $I$ for $F=I+1/2$ and $-(I+1)$ for $F=I-1/2$.

### What has to be evolved

At $t=0$ the nucleus has density matrix $\rho_N$. The electron is unpolarized and uncorrelated with it, so the joint density matrix is $\rho_N\otimes\mathbf 1/2$. Nuclear orientation is described by the expectation values of spherical tensor operators $T_{kq}$, built from $\mathbf I$, with rank $k$ and component $q$.

Let $U=e^{-iH_{\rm hf}t}$. Moving the time dependence onto the operator gives

$$\langle T_{kq}\rangle_t=\mathrm{Tr}_N\left[\rho_N\,\tfrac12\mathrm{Tr}_e\left(U^\dagger T_{kq}U\right)\right].$$

The task is to evaluate the electron trace. If it equals $G_kT_{kq}$, every component of rank $k$ is multiplied by the same number, whatever the initial nuclear state.

The hyperfine frequency $\omega$ of a 1s ion has been derived with its relativistic factor $R$, and the attenuation of nuclear orientation has been reduced to a trace over the electron. It remains to evaluate that trace, average the resulting factor over decay times, and apply it to the gamma-ray angular distribution.
